\section*{Two-Photon Annihilation Shift and Width of Parapositronium S Levels, part 1}

(Sections cited here and not found follow in the second part.)

\section{From an amplitude to a level shift}

\emph{Q:} The electron and positron in parapositronium can annihilate into two photons, which can turn back into the pair. How far does this move an $n\,^1S_0$ level, and how does a Feynman diagram for free particles say anything about a bound state?

\emph{A:} The link is a contact potential. I use $\hbar=c=1$, $e^2=4\pi\alpha$, metric $(+,-,-,-)$ and Feynman gauge. Let $\mathcal M$ be the amplitude for $e^-e^+\to\gamma\gamma\to e^-e^+$, defined by $\langle f|S-1|i\rangle=(2\pi)^4\delta^4(P_f-P_i)\,i\mathcal M$ with states normalised to $2E$ per particle. For a potential $V(\mathbf r)$ and unit-normalised states, the Born approximation gives $\langle f|S-1|i\rangle=-i(2\pi)^4\delta^4(P_f-P_i)\tilde V(\mathbf p'-\mathbf p)$. Passing to unit normalisation divides $\mathcal M$ by $\sqrt{2m}$ for each of four slow legs, so $\tilde V=-\mathcal M/4m^2$. If $\mathcal M$ does not depend on the momenta, $V(\mathbf r)=\tilde V\delta^3(\mathbf r)$, and first-order perturbation theory in the Coulomb state gives
\begin{equation}
\Delta E=-\frac{\mathcal M}{4m^2}\,|\psi_n(0)|^2,\qquad |\psi_n(0)|^2=\frac{1}{\pi a^3n^3}=\frac{m^3\alpha^3}{8\pi n^3}.
\label{born}
\end{equation}
Here $a=2/(m\alpha)$ is the Bohr radius for reduced mass $m/2$, and $1/\pi a^3n^3$ is the hydrogenic $S$-state density at the origin. A finite-difference solution of the radial equation confirms it for $n=1,2$.

\emph{Q:} The amplitude does depend on the momenta. Why may both particles be put at rest?

\emph{A:} With the normalisation factors $\sqrt{2E}$ set to $\sqrt{2m}$, which is itself an error of relative order $\mathbf p^2/m^2$, $\Delta E=-(4m^2)^{-1}\int\!\!\int\phi^*(\mathbf p')\mathcal M(\mathbf p',\mathbf p)\phi(\mathbf p)$ with measure $d^3p/(2\pi)^3$ for each momentum, and a constant $\mathcal M$ reproduces (\ref{born}) because $\int\phi\,d^3p/(2\pi)^3=\psi(0)$. The two photons together carry the energy $2m$, and I take $\mathcal M$ to change only on the scale $|\mathbf p|\sim m$. Virtual photons can also be soft, so this is an assumption, tested in part below. The question is how much of $\psi(0)$ comes from such momenta. For $n=1$, in units $a=1$, $\psi=e^{-r}/\sqrt\pi$ and
\begin{equation}
\phi(k)=\frac{4\sqrt\pi}{k}\int_0^\infty r e^{-r}\sin kr\,dr=\frac{4\sqrt\pi}{k}\,\mathrm{Im}\frac{1}{(1-ik)^2}=\frac{8\sqrt\pi}{(1+k^2)^2}.
\end{equation}
The share of $\psi(0)$ per unit $k$ is $\sqrt\pi\,k^2\phi/2\pi^2=(4/\pi)\,k^2/(1+k^2)^2$, which falls as $4/\pi k^2$. The momentum $m$ corresponds to $K=ma=2/\alpha$, and the share above it is $4/\pi K=2\alpha/\pi$ to leading order in $\alpha$; quadrature gives $0.004646$. Below $K$ the relative change of $\mathcal M$ is of order $k^2/K^2$, and $\int^K(4/\pi k^2)(k^2/K^2)\,dk=4/\pi K$ is of the same order. The threshold amplitude therefore gives the shift up to an error of relative order $\alpha$, the order at which radiative corrections to these diagrams also enter. A term in $\mathcal M$ linear in $|\mathbf p|/m$ would add a logarithm to this estimate. The program tests its absence in the tree-level singlet rate $\sum|A|^2/4E^2$: halving $|\mathbf p|$ from $0.02\,m$ quarters the change, whose relative size is found numerically to be $-1.333\,\mathbf p^2/m^2$. This rate measures the imaginary part of $\mathcal M$; for the real part the absence of a linear term is assumed here.

\section{Diagrams, signs and the factor one half}

\emph{Q:} Annihilation diagrams involve reordering fermion operators. I want to see the overall sign and the counting.

\emph{A:} Both fermions have $p=(m,\mathbf 0)$, so the total momentum is $2p$. Give photon 1 the index $\mu$ and momentum $p+q$, photon 2 the index $\nu$ and momentum $p-q$, and write $D_\pm=(p\pm q)^2$. If the electron emits photon 1 first, the internal fermion carries $p-(p+q)=-q$; if it emits photon 2 first, it carries $+q$. In both orderings the fermion denominator is $q^2-m^2$.

Take the incoming state $b^\dagger d^\dagger|0\rangle$; the outgoing bra is its adjoint $\langle0|d\,b$. The field $\psi$ contains $b\,u$ and $d^\dagger v$, and $\bar\psi$ contains $b^\dagger\bar u$ and $d\,\bar v$. In a chain $\bar\psi\gamma^\nu\psi\,\bar\psi\gamma^\mu\psi$ the inner pair $\psi\bar\psi$ is adjacent and contracts to a propagator with no reordering. The outer pair supplies $d\,b$ with $\bar v\cdots u$ on the annihilation side and $b^\dagger d^\dagger$ with $\bar u\cdots v$ on the creation side. Both matrix elements equal $\langle0|d\,b\,b^\dagger d^\dagger|0\rangle=+1$. The chains are bilinear in fermion fields and commute, and no closed fermion loop occurs, so there is no further sign.

With vertices $ie\gamma^\mu$, fermion propagator $i(\not k+m)/(k^2-m^2+i0)$ and both orderings, the annihilation side is $(ie)^2\,i\,T^{\mu\nu}/(q^2-m^2)$ and the creation side is the same with $\tilde T$:
\begin{align}
T^{\mu\nu}&=\bar v\left[\gamma^\nu(-\not q+m)\gamma^\mu+\gamma^\mu(\not q+m)\gamma^\nu\right]u\equiv a^{\mu\nu}+b^{\mu\nu},\\
\tilde T^{\mu\nu}&=\bar u\left[\gamma^\mu(-\not q+m)\gamma^\nu+\gamma^\nu(\not q+m)\gamma^\mu\right]v\equiv\tilde a^{\mu\nu}+\tilde b^{\mu\nu}.
\end{align}
In $\tilde a$ photon 1 is absorbed last, so the line carries $p-(p+q)=-q$ just before it. Each photon propagator is $-ig/(D_\pm+i0)$, and the constant factors multiply to $(-ie^2)^2(-i)^2=+e^4$.

Now the counting. The $4!$ ways to assign four vertices to the four positions on the two chains cancel the $1/4!$ of fourth order. The photon fields of one chain can be joined to those of the other in two ways, which gives two diagrams of weight one: the box $\tilde a\cdot a$ and the crossed box $\tilde b\cdot a$. The product $\tilde T\cdot T$ has four terms. The relabelling $q\to-q$, $\mu\leftrightarrow\nu$ exchanges $a\leftrightarrow b$, $\tilde a\leftrightarrow\tilde b$ and $D_+\leftrightarrow D_-$, so $\tilde b\cdot b$ integrates to the box and $\tilde a\cdot b$ to the crossed box. Each diagram appears twice, and
\begin{equation}
i\mathcal M=\frac{e^4}{2}\int\!\frac{d^4q}{(2\pi)^4}\,\frac{\tilde T_{\mu\nu}T^{\mu\nu}}{(q^2-m^2)^2D_+D_-},
\label{loop}
\end{equation}
with $+i0$ in every denominator. From here on $\mathcal M$ denotes this sum of the two diagrams.

\section{Spin algebra}

\emph{Q:} Where does the spin enter, and why should only the singlet be shifted?

\emph{A:} In the Dirac representation $\gamma^0=\mathrm{diag}(1,-1)$ in $2\times2$ blocks, and $\gamma^i$ has $\sigma^i$ in the upper-right and $-\sigma^i$ in the lower-left block. At rest $u=\sqrt{2m}\,(\xi,0)^T$. The positron spinor for spin state $\xi'$ is the charge conjugate $v=i\gamma^2u^*_{\xi'}=\sqrt{2m}\,(0,\eta)^T$ with $\eta=-i\sigma^2\xi'^*$. Then $\bar v=v^\dagger\gamma^0=\sqrt{2m}\,(0,-\eta^\dagger)$ and
\begin{equation}
\bar v\,\Gamma u=-2m\,\eta^\dagger\Gamma_{21}\xi,
\end{equation}
where $\Gamma_{21}$ is the lower-left block. It is nonzero only for products with an odd number of spatial $\gamma$ matrices.

Collect the terms of $T$:
\begin{equation}
T^{\mu\nu}=m\,\bar v\{\gamma^\mu,\gamma^\nu\}u+q_\alpha\,\bar v\left[\gamma^\mu\gamma^\alpha\gamma^\nu-\gamma^\nu\gamma^\alpha\gamma^\mu\right]u .
\end{equation}
The first term is $2mg^{\mu\nu}\bar vu=0$. The second is antisymmetric in $\mu\nu$, so $T^{00}=0$. In $T^{0i}$ the term $\alpha=0$ is $\gamma^0\gamma^0\gamma^i-\gamma^i\gamma^0\gamma^0=0$, and the terms $\alpha=k$ have two spatial matrices and no lower-left block. In $T^{ij}$ the term $\alpha=0$ vanishes for the same reason. What remains is $\alpha=k$, with $q_k=-q^k$. Since $\gamma^i\gamma^k=-\sigma^i\sigma^k$ on both diagonal blocks, $(\gamma^i\gamma^k\gamma^j)_{21}=(-\sigma^i\sigma^k)(-\sigma^j)=\sigma^i\sigma^k\sigma^j$, and
\begin{equation}
T^{ij}=(-q^k)(-2m)\,\eta^\dagger\left[\sigma^i\sigma^k\sigma^j-\sigma^j\sigma^k\sigma^i\right]\xi .
\end{equation}
Using $\sigma^i\sigma^k=\delta^{ik}+i\epsilon^{ikl}\sigma^l$ twice, with $\epsilon^{ikl}\epsilon^{ljn}=\delta^{ij}\delta^{kn}-\delta^{in}\delta^{kj}$,
\begin{equation}
\sigma^i\sigma^k\sigma^j=\delta^{ik}\sigma^j-\delta^{ij}\sigma^k+\delta^{kj}\sigma^i+i\epsilon^{ikj}.
\end{equation}
The three $\sigma$ terms together are symmetric under $i\leftrightarrow j$ and cancel in the bracket, which leaves $2i\epsilon^{ikj}=-2i\epsilon^{ijk}$. Thus
\begin{equation}
T^{ij}=-4im\,\epsilon^{ijk}q^k\,\eta^\dagger\xi,\qquad T^{0\nu}=T^{\mu0}=0 .
\label{T}
\end{equation}
The spin factor is $\eta^\dagger\xi=\xi'^T i\sigma^2\xi=\xi'_1\xi_2-\xi'_2\xi_1$. It is unchanged when both spinors are rotated by the same $U$, because $U^Ti\sigma^2U=i\sigma^2\det U=i\sigma^2$, so it projects on total spin zero. It equals $-1$ for electron up and positron down and $+1$ for the reverse. The singlet $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ gives $-\sqrt2$, and the three symmetric triplet states give zero.

For the singlet, $\eta^\dagger\boldsymbol\sigma\xi$ vanishes because a rotationally invariant state defines no vector; only the $\epsilon$ term survives in $a$ and $b$ separately, so $a=b$ and the two diagrams are equal. For the triplet $a$ is nonzero and $b=-a$. This cancellation is charge-conjugation invariance: the $^3S_1$ state has $C=-1$ and two photons, real or virtual, have $C=+1$. Explicit matrices confirm (\ref{T}) and both statements for random $q$.

Because $\gamma^0\gamma^{\mu\dagger}\gamma^0=\gamma^\mu$, complex conjugation of $\bar v\Gamma u$ gives $\bar u\cdots v$ with the matrices in reverse order, and the outgoing state carries conjugated spin coefficients. Hence $\tilde T=T^*$ for real $q$. Lowering two spatial indices gives $(-1)^2$, and $\epsilon^{ijk}\epsilon^{ijl}=2\delta^{kl}$, so
\begin{equation}
\tilde T_{\mu\nu}T^{\mu\nu}=16m^2\cdot2\cdot2\,\mathbf q^2=64m^2\mathbf q^2 .
\end{equation}
This is an identity between polynomials in $q$ and persists on complex contours. Equation (\ref{loop}) becomes
\begin{equation}
i\mathcal M=32e^4m^2I,\qquad I=\int\!\frac{d^4q}{(2\pi)^4}\,\frac{\mathbf q^2}{(q^2-m^2)^2D_+D_-}.
\label{I}
\end{equation}

The singlet level shift has been reduced to a single threshold loop integral $I$, equation (\ref{I}), while the triplet is left unshifted by these diagrams. It remains to evaluate $I$ and obtain from it the shift and the decay width.
